# Depth of an oxide trap from random telegraph noise

**The situation.** The drain current of a small n-channel transistor switches at random between two levels because one trap in the gate oxide captures and emits a single electron. The capture time $\tau_c$ is the mean time the trap spends empty. The emission time $\tau_e$ is the mean time it spends filled. The oxide has thickness $t$, with the channel at $x=0$ and a metal gate at $x=t$. The trap lies at depth $x_T=ft$, and the fractional depth $f$ is to be found.

Assume the following, unless a part says otherwise.

- The trap exchanges electrons with the channel only. The drain voltage is small, so the channel has one Fermi level $E_F$.
- Without the trapped electron, the oxide field is uniform.
- The trap level is fixed relative to the oxide bands at the trap's own position.
- The temperature $T$ is constant.

Energies are electron energies, $q>0$ is the elementary charge, and $V_G$ is the gate voltage relative to the channel.

## Part (a): the ratio of the two times

**Question.** The empty trap can accept an electron of either spin, and the filled trap holds one electron. Let $E_T$ be the energy of the filled trap minus that of the empty trap, each with a relaxed lattice and without the spin entropy, and take the lattice vibration frequencies to be the same in both charge states. Find $\tau_c/\tau_e$.

**Answer.** Let $D(E)$ be the density of channel states per spin and $n_F(E)$ their Fermi occupation. Let $w_c(E)$ be the capture rate constant from a filled channel state at energy $E$, and $w_e(E)$ the constant for the reverse process into an empty one. Capture can use both spins, whereas emission starts from one electron of definite spin:

$$\frac1{\tau_c}=2\int D\,n_F\,w_c\,dE,\qquad \frac1{\tau_e}=\int D\,(1-n_F)\,w_e\,dE .$$

Emission to energy $E$ takes a net energy $E-E_T$ from the lattice. Since the lattice is in equilibrium, detailed balance requires

$$w_e(E)=w_c(E)\,e^{-(E-E_T)/kT}.$$

The Fermi function obeys $1-n_F=n_F\,e^{(E-E_F)/kT}$. Multiplying the two relations removes $E$ from the exponent:

$$(1-n_F)\,w_e=n_F\,w_c\,e^{(E_T-E_F)/kT}.$$

The exponential therefore leaves the integral, and what remains is half the capture rate. Hence

$$\boxed{\frac{\tau_c}{\tau_e}=\frac{1/\tau_e}{1/\tau_c}=\frac12\exp\!\left(\frac{E_T-E_F}{kT}\right)}$$

The density of states and the microscopic rate constants have cancelled. Equal times mean $E_T-E_F=kT\ln2$, about 18 meV at 300 K, rather than exact alignment. If the vibration frequencies differ between the two charge states, $E_T$ must be read as a free energy that includes the vibrational part. One mode softening from 60 to 40 meV on capture moves the equal-time point from 18 to 31 meV, but the slope is unchanged. The spin factor does not depend on voltage and cannot affect a slope.

## Part (b): from voltage slope to depth

**Question.** Find how $E_T-E_F$ depends on $V_G$, including the field made by the trapped electron itself. Deduce $f$ from the slope of $\ln(\tau_c/\tau_e)$. State precisely what must be negligible about the channel's band bending.

**Answer.** Let $V_{ox}$ be the voltage across the oxide. Measured from the channel interface, the potential without the trapped electron is $V_{ox}x/t$, which equals $fV_{ox}$ at the trap.

The trapped electron adds its own potential, including that of the charges it induces on the electrodes. Poisson's equation is linear, so with the electrode potentials held fixed this addition is proportional to the trapped charge and independent of $V_{ox}$. Write it as $aQ$ at the trap, and build the charge up from $0$ to $-q$. The work, with the batteries included, is

$$W=\int_0^{-q}(fV_{ox}+aQ)\,dQ=-qfV_{ox}+\tfrac12aq^2 .$$

The last term is the charging energy. It shifts the level but does not change with voltage, as long as both electrodes screen the charge in a way that does not depend on bias. A silicon inversion layer meets this only approximately. A rough image-charge estimate for the strongly inverted device of part (f) puts the resulting depth error at about 0.01 nm.

Let $\psi_s$ be the band bending of the silicon at the interface, positive when the bands bend down. It lowers the interface bands, and the oxide bands with them, by $q\psi_s$ relative to $E_F$. With all constants collected in $A$,

$$E_T-E_F=A-q\psi_s-qfV_{ox},\qquad V_G=V_{FB}+\psi_s+V_{ox},$$

where $V_{FB}$ is the flat-band voltage. If $\psi_s$ stays constant while $V_G$ changes, then $dV_{ox}=dV_G$ and

$$\frac{d(E_T-E_F)}{dV_G}=-qf .$$

Taking the logarithm of the result of part (a) and differentiating gives

$$\frac{d}{dV_G}\ln\frac{\tau_c}{\tau_e}=-\frac{qf}{kT},\qquad
\boxed{f=\frac{x_T}{t}=-\frac{kT}{q}\,\frac{d}{dV_G}\ln\frac{\tau_c}{\tau_e}}$$

The band bending itself need not be small, because a constant $\psi_s$ only changes the intercept. Its change with gate voltage must be negligible.

The sign has a direct meaning. A more positive gate lowers the trap level, so the trap stays filled for a larger share of the time. A trap at the channel interface gives zero slope. One close to the gate, if it still exchanged with the channel alone, would give nearly $-q/kT$.

## Part (c): analysis of a measurement

**Question.** The mean times below were simulated under the assumptions of part (b), with 400 capture times and 400 emission times at each voltage. Take $t=5.0$ nm and $T=300$ K, so that $kT/q=0.025852$ V. Find $f$, the depth and their standard errors.

| $V_G$ (V) | $\tau_c$ (ms) | $\tau_e$ (ms) |
|---|---|---|
| 1.6 | 36.4722 | 3.0955 |
| 1.7 | 16.6576 | 6.0641 |
| 1.8 | 8.4074 | 9.9681 |
| 1.9 | 5.3117 | 17.1018 |
| 2.0 | 3.1464 | 35.0927 |

**Answer.** The logarithms $L=\ln(\tau_c/\tau_e)$ are, in order, $2.4666$, $1.0105$, $-0.1703$, $-1.1693$ and $-2.4117$. The mean voltage is $\bar V=1.80$ V, so the deviations are $-0.2,-0.1,0,0.1,0.2$ V. The sums for a least-squares line are

$$\sum(V-\bar V)^2=0.1000\ \mathrm{V^2},$$

$$\sum(V-\bar V)L=-0.4933-0.1011+0-0.1169-0.4823=-1.1936\ \mathrm{V}.$$

The slope is their quotient, $-11.936\ \mathrm{V^{-1}}$. Therefore

$$f=0.025852\times11.936=0.309,\qquad x_T=0.3086\times5.0\ \mathrm{nm}=1.54\ \mathrm{nm}.$$

For the error, note that a transition with a constant rate has exponentially distributed waiting times, whose standard deviation equals their mean. An average of $N$ such times has relative variance $1/N$. To leading order in $1/N$ this is also the variance of its logarithm. Capture and emission times are independent, so $\operatorname{var}L=2/N=0.005$ at every voltage. The error of the fitted slope is then

$$\sigma_{\text{slope}}=\sqrt{\frac{2/N}{\sum(V-\bar V)^2}}=\sqrt{\frac{0.005}{0.1000}}=0.224\ \mathrm{V^{-1}} .$$

Multiplication by $kT/q$ gives $\sigma_f=0.0058$, or 0.029 nm in depth. The result is $f=0.309\pm0.006$ and $x_T=1.54\pm0.03$ nm.

The simulation used $f=0.30$, a depth of 1.50 nm. The recovered value is 1.5 standard errors too high, an ordinary statistical deviation. The five points of this particular run scatter about the line more than is typical ($\chi^2=11$ for 3 degrees of freedom, a chance of about 1%). An error estimated from the residuals alone would be 0.011 in $f$. In real data such scatter would be a reason to check the assumptions. When the simulated measurement was repeated many times with the same inputs, the mean of $f$ was 0.2998 and its standard deviation 0.0057, in agreement with the error formula.

## Part (d): the other electrode, and one time alone

**Question.** (i) What slope results if the trap exchanges with the gate only? (ii) Suppose that

$$w_c\propto e^{-(\lambda+E_T-E)^2/4\lambda kT},$$

with relaxation energy $\lambda$, and that the density of states and the prefactor are constant. What depth would be inferred if the slope of $\ln\tau_c$ alone were put into the formula of part (b)?

**Answer.** (i) The gate's Fermi level is $E_F-qV_G$, so the relevant distance is $E_T-E_F+qV_G$. At constant $\psi_s$ its derivative is $q(1-f)$, and

$$\frac{d}{dV_G}\ln\frac{\tau_c}{\tau_e}=+\frac{q(1-f)}{kT}.$$

Within this one-electrode model the sign tells which electrode is active. The negative slope in part (c) excludes exchange with the gate alone. If both electrodes contribute appreciably, their rates add. The two Fermi levels differ by $qV_G$, so neither equilibrium ratio applies.

(ii) Set $E_F=0$ and $\varepsilon=E_T-E_F$. Expanding the square gives

$$-\frac{(\lambda+\varepsilon-E)^2}{4\lambda kT}=-\frac{\lambda}{4kT}-\frac{\varepsilon-E}{2kT}-\frac{(\varepsilon-E)^2}{4\lambda kT}.$$

Since $n_F(E)\,e^{E/2kT}=1/[2\cosh(E/2kT)]$, the capture rate is

$$\frac1{\tau_c}\propto e^{-\varepsilon/2kT}I(\varepsilon),\qquad
I(\varepsilon)=\int\frac{e^{-(\varepsilon-E)^2/4\lambda kT}}{2\cosh(E/2kT)}\,dE .$$

Replacing $E$ by $-E$ shows that $I(-\varepsilon)=I(\varepsilon)$. Its derivative vanishes at $\varepsilon=0$, where $d\ln\tau_c/d\varepsilon=1/2kT$. With $d\varepsilon/dV_G=-qf$, the capture time alone carries half the slope at alignment, and the inferred depth is half the true one.

For $\lambda=1.0$ eV and the voltages of part (c), a fit to the noise-free capture times gives an apparent fraction of 0.152 instead of 0.30. It is slightly above 0.150 because the range is centred on equal times, hence on $\varepsilon=kT\ln2>0$. There $I$ is already falling with $\varepsilon$, which steepens $\ln\tau_c$. The ratio $\tau_c/\tau_e$ avoids this dependence on the kinetic model.

## Part (e): band bending that changes

**Question.** Let $s=d\psi_s/dV_G$ be non-zero. Find the apparent fraction $f_{app}$ given by the formula of part (b), and the correction. Express $s$ through capacitances per area. Evaluate the bias for $f=0.30$ and $t=5.0$ nm, using $s=0.0330$ and $s=0.0778$ in strong inversion and $s=0.789$ in weak inversion.

**Answer.** Now $dV_{ox}/dV_G=1-s$. Differentiating the level equation of part (b) gives

$$f_{app}=-\frac1q\frac{d(E_T-E_F)}{dV_G}=s+f(1-s)=f+(1-f)s .$$

Subtracting $s$ and dividing by $1-s$ gives the correction:

$$\boxed{f=\frac{f_{app}-s}{1-s}}$$

Equal and opposite charge changes on the two sides of the oxide require $C_{ox}\,dV_{ox}=C_s\,d\psi_s$, where $C_s$ is the silicon capacitance. With $dV_{ox}=(1-s)\,dV_G$ and $d\psi_s=s\,dV_G$,

$$C_{ox}(1-s)=C_s s\quad\Longrightarrow\quad s=\frac{C_{ox}}{C_{ox}+C_s}.$$

Interface traps that follow the bias add their capacitance to $C_s$. The simple formula needs $(1-f)s\ll f$. For a trap in the middle of the oxide this means $C_s\gg C_{ox}$, but for a shallow trap that is not enough: with $f=0.05$ and $C_s\approx10\,C_{ox}$, $f_{app}=0.14$. The depth bias is $(1-f)st$, which at fixed $s$ and $t$ is largest for a trap near the channel.

The first value of $s$ comes from classical silicon electrostatics with Boltzmann statistics, averaged from 1.6 to 2.0 V:

$$f_{app}=0.30+0.70\times0.0330=0.323,$$

a bias of 0.12 nm. This value is too low even classically. The Boltzmann surface density at 1.8 V is five times the effective density of conduction states, so the channel is degenerate, and Fermi-Dirac statistics raise $s$ to 0.050 and the bias to 0.18 nm. The second comes from an estimate with one quantum subband, which includes electron confinement and degeneracy but omits higher subbands and the true shape of the well. It gives $f_{app}=0.354$ and a bias of 0.27 nm. A self-consistent Schrödinger-Poisson well with a hard wall at the oxide and both sets of valleys gives $s=0.094$ and a bias of 0.33 nm, so this estimate is good to about 20%. That value also depends on the model: letting the electrons penetrate a finite oxide barrier lowers it to 0.087, and adding a rough exchange term lowers it further to about 0.08. All these biases exceed the statistical error of 0.03 nm. They do not depend on the number of transitions, so collecting more would not cure them.

The third value belongs to $V_G=0.3$ V. It gives $f_{app}=0.852$, a bias of 2.8 nm. In this regime the slope mostly records the moving silicon bands. As $s\to1$, $f_{app}\to1$ whatever the depth, and the correction divides by a small number. The correction also assumes a charging energy independent of bias, which fails near threshold, where screening by the channel switches on. A rough classical estimate for this device at 0.45 to 0.6 V adds about 0.025 to $f_{app}$, or 0.2 to 0.3 nm after the correction.

## Part (f): use on a real transistor

**Question.** Judge the model for a silicon transistor with a silicon dioxide gate insulator. Include the effects of a field-aligned dipole change of 1 debye, 5 K of unnoticed heating, and emission to the gate.

**Answer.** The parameters are rough values for such a device: an acceptor density of $3\times10^{17}\ \mathrm{cm^{-3}}$, a flat-band voltage of $-0.9$ V and a 5 nm oxide. The oxide is thick compared with those of advanced logic transistors. Its field at 2.0 V is 3.7 MV/cm with the classical band bending and about 3.4 MV/cm with confinement, somewhat over a third of a rough breakdown field of 10 MV/cm. The classical band bending at 1.8 V is 1.05 V, far from small, yet it changes little with voltage.

That small change is the largest of the errors sized here. Had the data of part (c) come from this silicon device, the corrected fraction would be 0.285 with the classical $s$ and 0.250 with the one-subband $s$. The depth would then be about 1.4 or 1.3 nm instead of 1.54 nm, and about 1.2 nm with the self-consistent $s=0.094$. The difference between the two corrections shows that the silicon model matters more than the counting statistics.

The remaining effects are smaller for these numbers:

- **Dipole change.** If filling the trap changes its dipole by $p$ along the field, the level gains $-pV_{ox}/t$. This adds $p/(qt)$ to $f$, or $p/q$ to the depth. One debye adds 0.021 nm if the dipole feels the macroscopic field. A local-field factor could raise this to 0.03 or 0.04 nm.
- **Heating.** If the trap is at 305 K but 300 K is used in the formula, the inferred depth is multiplied by $300/305$. For a depth of 1.50 nm the error is $-0.025$ nm. This holds for heating that does not change with $V_G$. If the 5 K build up across the sweep, the error is of similar size, but its value and sign depend on where the level lies relative to $E_F$.
- **Emission to the gate.** With a rough tunnel barrier of 3.1 eV, a tunnel mass of half the electron mass and $\lambda=1.0$ eV, the rate to the gate at 2.0 V is roughly $10^{-5}$ of the rate to the channel. This is only a rough figure, since it depends exponentially on the barrier, the tunnel mass and $\lambda$. It rises to about $10^{-3}$ for $\lambda=2$ eV, and to about $10^{-2}$ if the mass is also lowered to 0.42. These figures take equal state densities and prefactors for gate and channel, and $f=0.30$. Under those conditions the fitted $f$ moves by less than 0.001, and in the last case a gate prefactor ten times larger would move it by 0.004. Exchange with the channel alone is then a sound assumption at this depth, but the margin shrinks quickly. With the first set of parameters, a trap only 0.5 nm deeper, at $f=0.40$, emits mainly to the gate at 2.0 V, and the fitted $f$ comes out too low by about 0.09.

In a gate insulator made of layers with different permittivities the field is not uniform. The derivation of part (b) still holds if $fV_{ox}$ is replaced by the actual potential at the trap. The slope then gives the fraction of the oxide voltage dropped between channel and trap, and the layer thicknesses and permittivities are needed to turn that into a distance.

The numerical output lists most of the computed values used here.

## Calculated quantities

```
Temperature: 300 K
Thermal voltage kT/q: 0.025852 V
Oxide thickness: 5.0 nm
Input fractional depth: 0.30
Input depth: 1.50 nm
Relaxation energy: 1.0 eV
Dwell times of each kind per voltage: 400
V_G (V), tau_c (ms), tau_e (ms), ln(tau_c/tau_e):
  1.6  36.4722  3.0955  2.4666
  1.7  16.6576  6.0641  1.0105
  1.8  8.4074  9.9681  -0.1703
  1.9  5.3117  17.1018  -1.1693
  2.0  3.1464  35.0927  -2.4117
Mean gate voltage: 1.80 V
Sum of squared voltage deviations: 0.1000 V^2
Sum of voltage deviation times log ratio: -1.19364 V
Fitted slope: -11.9364 1/V
Predicted slope standard error: 0.2236 1/V
Recovered fractional depth: 0.3086
Fractional-depth standard error: 0.0058
Recovered depth: 1.543 nm
Depth standard error: 0.029 nm
Fraction from noiseless capture time alone: 0.1524
Repeated experiments, mean fraction: 0.2998
Repeated experiments, standard deviation: 0.0057
Silicon acceptor density (rough): 3.0e+17 cm^-3
Flat-band voltage (rough): -0.9 V
Classical surface potential at mid voltage: 1.0490 V
Classical band-bending share s: 0.0330
Classical apparent fraction for input trap: 0.3231
Classical depth bias: 0.115 nm
One-subband band-bending share s: 0.0778
One-subband apparent fraction for input trap: 0.3544
One-subband depth bias: 0.272 nm
Weak-inversion (V_G = 0.3 V) band-bending share s: 0.7891
Weak-inversion (V_G = 0.3 V) apparent fraction for input trap: 0.8524
Weak-inversion (V_G = 0.3 V) depth bias: 2.762 nm
One-subband electron density at mid voltage: 4.78e+12 cm^-2
One-subband Fermi level above subband: 0.0205 eV
Recovered fraction if classical s applied: 0.2850
Recovered fraction if one-subband s applied: 0.2503
Oxide field at highest voltage: 3.69 MV/cm
Field / rough 10 MV/cm breakdown field: 0.369
Tunnel barrier (rough): 3.1 eV
Tunnel mass / electron mass (rough): 0.5
Gate/channel emission-rate ratio at top voltage: 1.53e-05
Apparent depth from 1 debye dipole change: 0.0208 nm
Depth error from unnoticed 5 K heating: -0.0246 nm
```
